# From linear to square-root growth in neutral-limited etching of deep holes

An etch time extrapolated from the first few hundred nanometres of a hole can be badly wrong. In the example below, a hole starts to deepen at 10 nm/s. At that rate 2000 s would give 20 000 nm; the transport model gives about 6090 nm. Replacing the constant rate by a pure square-root law is also unsafe: with its correct coefficient, that law gives 7303 nm at the same time. The needed result joins the two laws and says how slowly one passes into the other.

## Setting and assumptions

A cylindrical hole of diameter $d$ and depth $h(t)$ is etched at its floor by a neutral reactant. The assumptions are these.

1. The mouth receives a uniform, constant flux $\Gamma_0$, in particles per area and time, with the cosine angular distribution of a gas at rest.
2. Particles in the hole collide with its surfaces and not with one another.
3. The side walls are inert: every particle that hits them leaves again, with a cosine distribution about the local normal.
4. At the floor a particle reacts with constant probability $S$, where $0<S\le1$. Otherwise it is re-emitted with a cosine distribution. The re-emission is taken as uniform over the floor.
5. Each consumed particle removes a solid volume $v$. The diameter stays fixed.
6. The gas in the hole adjusts to each depth much faster than the depth changes.
7. Let $K$ be the probability that a particle entering the open tube at one end leaves at the other. Its inverse is linear in depth:

$$\frac1K=1+\frac{3h}{4d}.$$

Assumption 7 is the linear transport resistance. Lemmas 1 and 2 derive its slope for a long tube; its use at all depths is an interpolation.

## Theorem

Under these assumptions the depth obeys

$$\frac{dh}{dt}=\frac{R_0}{1+h/L},\qquad R_0=vS\Gamma_0,\qquad L=\frac{4d}{3S}.$$

If $h(0)=0$, then

$$h+\frac{h^2}{2L}=R_0t,\qquad h(t)=L\left[\sqrt{1+\frac{2R_0t}{L}}-1\right].$$

The growth is $h\simeq R_0t$ for $R_0t\ll L$ and $h\simeq\sqrt{2LR_0t}-L$ for $R_0t\gg L$.

## Lemma 1: exchange between cross-sections and wall

*Let two cross-sections be separated by $z=ud$, and let $s=\sqrt{1+u^2}$. Of the particles that leave one cross-section towards the other with a cosine distribution, a fraction $E(u)=(s-u)^2$ reaches the other without touching the wall. Of the particles leaving a narrow wall ring, the fraction that directly crosses a section at distance $ud$ is*

$$F(u)=\frac{(s-u)^2}{2s}.$$

*Proof.* Draw the sphere on which the rims of both discs lie. Its radius is $\rho=\tfrac12\sqrt{d^2+z^2}=sd/2$. Each disc cuts off an outer cap of height $\rho-z/2$ and area $C=2\pi\rho(\rho-z/2)$. A straight line joining the two caps crosses both discs, and a line crossing both discs joins the caps. For uniform cosine emission of unit flux, the rate carried by a bundle of lines is $\cos\theta\,dA\,d\Omega/\pi$, which is the same on every surface the bundle crosses. The discs therefore exchange the same rate as the caps.

Inside a sphere, a chord making angle $\theta$ with the normal at one end makes the same angle at the other, and its length is $2\rho\cos\theta$. The fraction emitted from one element that reaches an element $dA_2$ is

$$\frac{\cos^2\theta\,dA_2}{\pi(2\rho\cos\theta)^2}=\frac{dA_2}{4\pi\rho^2}.$$

It is independent of position. The rate between the caps is then

$$\frac{C^2}{4\pi\rho^2}=\pi\left(\rho-\frac z2\right)^2=\frac{\pi d^2}{4}(s-u)^2.$$

Division by the disc area gives $E(u)$.

Since $ds/du=u/s$,

$$E'(u)=2(s-u)\left(\frac us-1\right)=-\frac{2(s-u)^2}{s}.$$

The fraction from a disc that lands on the wall between $u$ and $u+du$ is $-E'du$. The same lines carry equal rates in both directions when both surfaces emit equal fluxes. The disc has area $\pi d^2/4$ and the ring has area $\pi d^2du$, so

$$\frac{\pi d^2}{4}(-E')\,du=\pi d^2F\,du,$$

and $F=-E'/4$, as stated. $\square$

## Lemma 2: the long-tube slope

*To leading order in $d/h$, a long tube has $K=4d/(3h)$.*

*Proof.* Let $g(z)$ be the flux leaving the wall at position $z$. With inert walls it equals the flux arriving there. Far from the ends, the particles crossing the section $z=0$ come from rings on both sides. Counting transport towards positive $z$ as positive, the mean flux $J$ satisfies

$$\frac{\pi d^2}{4}J=\pi d\int_0^\infty[g(-\zeta)-g(\zeta)]\,F(\zeta/d)\,d\zeta.$$

For a slowly varying $g$, the bracket is $-2\zeta g'$, where $g'=dg/dz$. Substituting $\zeta=ud$ gives

$$J=-8d\,g'\int_0^\infty uF(u)\,du.$$

To evaluate the integral, expand $(s-u)^2=2u^2+1-2us$. Then

$$uF=\frac{u(2u^2+1)}{2s}-u^2.$$

In the first term, $u\,du=s\,ds$ and $2u^2+1=2s^2-1$, so it integrates to $s^3/3-s/2$. An antiderivative of $uF$ is therefore

$$P(u)=\frac{s^3}{3}-\frac s2-\frac{u^3}{3}.$$

For large $u$, $s=u+1/(2u)+\dots$ and $s^3=u^3+3u/2+\dots$. The growing terms in $P$ cancel, and $P\to0$. At $u=0$, $s=1$ and $P=-1/6$. The integral is $1/6$, so

$$J=-\frac43d\,g'.$$

In the steady state $J$ is constant along the tube, and hence so is $g'$. With flux $\Gamma_0$ entering at one end and none at the other, $g$ falls from $\Gamma_0$ to zero, up to end corrections that are relatively small for $h\gg d$. Thus $g'=-\Gamma_0/h$, and $K=J/\Gamma_0=4d/(3h)$. $\square$

**Remark: what the interpolation costs.** At zero length every entering particle gets through, so $K=1$. Adding this value to the long-tube resistance gives assumption 7. It is not the solution for a short tube. For $h\ll d$, Lemma 1 gives $E\simeq1-2h/d$. The fraction $2h/d$ strikes the wall, and half of it goes forward because $F(0)=1/2$. Hence $K\simeq1-h/d$ and $1/K\simeq1+h/d$, whose initial slope is 1 and not $3/4$.

A numerical solution of the wall-exchange equation measures the error at intermediate lengths. On a scan of $h/d$ from 0.1 to 80, the linear law overestimates $K$ by at most 12.2% of the solved value, near $h/d=1.8$. Between $h/d=40$ and 80 the solved slope of $1/K$ is 0.755, close to $3/4$.

## Lemma 3: the two resistances add

*The flux consumed at the floor is*

$$S\Gamma_f=\frac{\Gamma_0}{1/S+1/K-1},$$

*where $\Gamma_f$ is the mean flux striking the floor.*

*Proof.* The mouth supplies $K\Gamma_0$ to the floor. The floor re-emits $(1-S)\Gamma_f$. By the symmetry of the tube, a fraction $K$ of this escapes through the mouth, and $1-K$ returns to the floor. Therefore

$$\Gamma_f=K\Gamma_0+(1-S)(1-K)\Gamma_f.$$

Since $1-(1-S)(1-K)=S+K-SK$, solving for $\Gamma_f$ and multiplying by $S$ gives

$$S\Gamma_f=\frac{SK\Gamma_0}{S+K-SK}.$$

Division of numerator and denominator by $SK$ gives the result. $\square$

Uniform re-emission is an approximation, because particles need not strike all parts of the floor equally. Particle tracing at $h/d=3$ followed the uneven floor flux directly. For $S=1$, 0.5 and 0.1 the traced reaction probabilities were 0.2750, 0.2168 and 0.0779; the series formula with the solved $K$ gives 0.2754, 0.2160 and 0.0792. The largest difference, 1.6% of the formula value, is about two standard deviations of the sampling noise. A deterministic solution that resolves the floor flux in concentric annuli gives 0.2158 and 0.0791 for $S=0.5$ and 0.1. For these two values of $S$ and $h/d$ from 1 to 61, uneven re-emission changes the series result by at most about 0.1%.

## Proof of the theorem

The floor advances by the consumed flux times the volume removed per particle, so $dh/dt=vS\Gamma_f$. Insert assumption 7 in Lemma 3. The 1 in the tube resistance cancels the $-1$ in the floor balance:

$$\frac{dh}{dt}=\frac{v\Gamma_0}{1/S+3h/(4d)}=\frac{vS\Gamma_0}{1+3Sh/(4d)}.$$

This is the stated rate law with $R_0=vS\Gamma_0$ and $L=4d/(3S)$.

Separate the variables and integrate from zero depth at zero time:

$$\int_0^h\left(1+\frac{h'}L\right)dh'=R_0\int_0^tdt',\qquad h+\frac{h^2}{2L}=R_0t.$$

Multiply by $2L$ and add $L^2$ to complete the square:

$$(h+L)^2=L^2+2LR_0t.$$

Because $h+L>0$, the positive root applies. Subtracting $L$ gives the stated depth.

For small $\epsilon=2R_0t/L$, use $\sqrt{1+\epsilon}=1+\epsilon/2-\epsilon^2/8+\dots$. Then

$$h=R_0t-\frac{(R_0t)^2}{2L}+\dots$$

For late times, take $\sqrt{2LR_0t}$ out of the root and expand in $L/(2R_0t)$:

$$h=\sqrt{2LR_0t}-L+\frac{L^2}{2\sqrt{2LR_0t}}+\dots$$

These are the two limits. $\square$

**Remark: physical meaning.** The denominator $1/S+3h/(4d)$ is a reaction resistance plus a transport resistance. They are equal at $h=L$, where the rate has fallen to half its initial value. The corresponding aspect ratio is $L/d=4/(3S)$. For a very reactive floor this value carries the error of the interpolation: at $S=1$ it is 1.33, whereas the solved tube transmission halves the rate at 1.06. A less reactive floor therefore stays in the linear regime to a greater aspect ratio: a larger share of the arriving particles is returned unused, so a given supply resistance matters less.

The late coefficient is

$$2LR_0=\frac{8}{3}d\,v\Gamma_0,$$

which does not contain $S$. At great depth the supply sets the leading growth, while the reaction probability survives in the offset $-L$. In the model this offset does not vanish with time; its size relative to $h$ does. Its constant value is a property of the linear resistance. With the solved tube transmission, $1/K-3h/(4d)$ keeps growing slowly, and so does the offset. At $S=1$ its size is about $1.3L$ at aspect ratio 10 and $2.1L$ at 160. The leading square-root growth is unchanged.

## Corollary 1: the width of the crossover

*Let $x=h/L$. The local exponent $n=d\ln h/d\ln t$ is*

$$n=\frac12+\frac{1}{2(1+x)}.$$

*Proof.* By definition $n=(t/h)(dh/dt)$. Insert $R_0t=h(1+x/2)$ and $dh/dt=R_0/(1+x)$:

$$n=\frac{1+x/2}{1+x}=\frac{\tfrac12(1+x)+\tfrac12}{1+x}.$$

Separating the two terms gives the result. $\square$

The exponent falls from 1 to $1/2$ without a sharp transition. It is $3/4$ at $h=L$. The implicit depth law gives the time as $R_0t=L+L/2$, or $t=3L/(2R_0)$. An exponent of 0.55 requires $1+x=10$, or $h=9L$, and the time is then

$$t=\frac{L}{R_0}\left(9+\frac{81}{2}\right)=49.5\,\frac{L}{R_0}.$$

The leading asymptotes $R_0t$ and $\sqrt{2LR_0t}$ meet when $R_0t=2L$. The true depth there is $L(\sqrt5-1)$, so its ratio to their common value is $(\sqrt5-1)/2\simeq0.618$.

This is also the largest relative shortfall from the lower asymptote. Before the meeting, the lower one is $R_0t$, and $h/(R_0t)=1/(1+x/2)$ decreases as $x$ grows. After it, the lower one is $\sqrt{2LR_0t}=\sqrt{h^2+2Lh}$, and the ratio $1/\sqrt{1+2/x}$ increases. Two straight lines on a logarithmic plot thus overstate the depth by the largest factor where they are joined. The absolute excess is not largest there: it keeps growing and tends to $L$ at late times.

## Corollary 2: an inert mask

*If an inert mask of thickness $m$ has the same bore, and $h$ counts only the etched solid, then*

$$h=-(L+m)+\sqrt{(L+m)^2+2LR_0t}.$$

*Proof.* Transport now covers the length $h+m$, so

$$\frac{dh}{dt}=\frac{R_0}{1+(h+m)/L}=\frac{LR_0}{L+m+h}.$$

Integration from $h=0$ gives $(L+m)h+h^2/2=LR_0t$. Multiplying by 2, completing the square and taking the positive root gives the result. $\square$

The initial rate is lowered to $R_0L/(L+m)$. The late coefficient $2LR_0$ is unchanged, but the offset becomes $-(L+m)$. The depth lost to the mask therefore tends to $m$ at late times.

## Worked example

Take round model parameters: $d=100$ nm, $S=0.1$, $\Gamma_0=10^{22}\ \mathrm{m^{-2}\,s^{-1}}$ and $v=10^{-29}\ \mathrm{m^3}$. Then

$$R_0=10^{-29}\times0.1\times10^{22}\ \mathrm{m/s}=10\ \mathrm{nm/s},$$

$$L=\frac{4\times100\ \mathrm{nm}}{3\times0.1}=1333.3\ \mathrm{nm}.$$

The crossover aspect ratio is 13.3, and $L/R_0=133.3$ s. At 20, 200 and 2000 s the quantity $2R_0t/L$ is 0.3, 3 and 30. For the last time,

$$h=1333.3\,(\sqrt{31}-1)\ \mathrm{nm}=6090\ \mathrm{nm}.$$

The three times give:

| Time (s) | Depth (nm) | Rate (nm/s) | Exponent |
|---:|---:|---:|---:|
| 20 | 187 | 8.77 | 0.94 |
| 200 | 1333 | 5.00 | 0.75 |
| 2000 | 6090 | 1.80 | 0.59 |

At 20 s the linear law gives 200 nm, 7% above the model depth. At 2000 s the pure square-root law gives 7303 nm, 20% above the model depth. Including the offset gives $7303-1333=5970$ nm, which is 2% below it. The offset thus accounts for most of the discrepancy.

Even at 2000 s, where the aspect ratio is 61, the exponent is 0.59. It reaches 0.55 at 6600 s and aspect ratio 120. With these parameters a very deep hole is still in the crossover, and a fitted power between $1/2$ and 1 does not by itself call for another mechanism.

The linear resistance underestimates the time needed to reach each depth. With the solved tube transmission, the times for the three tabulated depths are longer by 1.6%, 3.4% and 2.6% of the times in the table. Two effects keep these errors below the largest error in $K$, 12%. The reaction resistance, $1/S=10$, is common to both calculations and dilutes the difference, above all in shallow holes. In deep holes the relative error in $K$ itself becomes small, because both transmissions approach the long-tube value of Lemma 2. At $S=1$ this dilution is absent from the rate, and the error of the interpolation enters in full.

A mask 200 nm thick lowers the initial rate to $10/(1+200/1333.3)=8.70$ nm/s. The depths at the three times become 165, 1239 and 5929 nm. The losses are 22, 95 and 161 nm, approaching the limiting loss of 200 nm.

**Reading measured depths.** Division of the implicit depth law by $R_0h$ gives

$$\frac th=\frac1{R_0}+\frac{h}{2LR_0}.$$

For a maskless hole, a plot of $t/h$ against $h$ is a straight line. Its intercept gives $R_0$, and the intercept divided by twice the slope gives $L$. Applied to depths obtained by numerical integration of the floor balance, this procedure returned 10.000 nm/s and 1333.3 nm. That confirms the inversion, not the physical assumptions. Assumption 7 itself biases the fit, because with the solved tube transmission the plot is curved. For $S=0.1$, a straight-line fit over $h/d$ from 1.3 to 61 returns $R_0$ 3% low and $L$ 1% high. Over 0.5 to 13 it returns $L$ 7% low with residuals under 1%. For $S=1$ over $h/d$ from 1 to 61, $R_0$ is 25% low and $L$ is 30% high. Systematic curvature in measured data would indicate that an assumption fails or that etching did not start at $t=0$. A straight line does not prove the assumptions: an unrecognised mask, for example, raises the intercept but leaves the line straight.

## Where the result fails

**Slow gas or gas collisions.** A gas of density $N$ and mean speed $\bar v$ strikes a surface with flux $N\bar v/4$: half the particles move towards it, and their mean normal velocity is $\bar v/2$. Writing $g=N\bar v/4$ in Lemma 2 gives $J=-D\,dN/dz$ with $D=\bar vd/3$. The gas relaxes over a time of order $h^2/D$. With $\bar v=400$ m/s, this is about $2.8\times10^{-6}$ s for the depth at 2000 s, whereas the etch time scale $h/(dh/dt)$ is about 3400 s. The quasi-steady assumption holds with a wide margin if particles leave the walls without delay. If each stays adsorbed for a mean time $\tau_s$, the walls store $\bar v\tau_s/d$ times as many particles as the gas, and the relaxation time grows by the factor $1+\bar v\tau_s/d$. A stay of 1 ms would raise the estimate to about 11 s.

The density at the mouth is $4\Gamma_0/\bar v=10^{20}\ \mathrm{m^{-3}}$. For a collision cross-section $\sigma=4\times10^{-19}\ \mathrm{m^2}$, the mean free path $1/(\sqrt2N\sigma)$ is 1.8 cm, where $\sqrt2$ accounts for the relative motion of equal particles in thermal equilibrium. It is far greater than both the diameter and the depth, so collisions between reactant particles in the hole can be neglected. Etch products and any carrier gas add to the density; the mean free path in the whole mixture must also be much longer than the diameter.

**Loss on the walls.** Suppose that a wall collision removes a particle with a small probability $\beta$. Particle balance over a short length of tube gives

$$\frac{\pi d^2}{4}\frac{dJ}{dz}=-\pi d\,\beta g.$$

With $J=-(4/3)d\,g'$ this becomes $g''=3\beta g/d^2$. Its solutions vary exponentially over the length $d/\sqrt{3\beta}$. The linear resistance therefore requires $h\ll d/\sqrt{3\beta}$, or $\beta\ll d^2/(3h^2)$. At aspect ratio 61 the right side is about $10^{-4}$. Deep holes are thus sensitive to wall losses that would hardly matter in shallow ones, and once the depth is well beyond $d/\sqrt{3\beta}$ the etch slows more strongly than the square-root law. In the example, $\beta=9\times10^{-5}$ lowers the rate at aspect ratio 61 by about 20%. The exponential fall does not continue indefinitely. Particles that reach the floor in a direct flight, a fraction $E\simeq d^2/(4h^2)$, escape wall loss and eventually dominate the supply. For $\beta=0.01$ and $S=1$ they provide most of it at aspect ratio 80.

**Changing surface or shape.** A floor that reacts while walls of the same solid stay inert usually requires directional ions or a passivating wall layer. Neutral transport is then only one of the possible causes of a depth-dependent rate. If ions help the floor reaction and their supply falls with depth, $S$ depends on $h$. The balance in Lemma 3 can still be used at each depth, but $1/S$ must then stay inside the integral over $h$. A tapering hole changes the transport resistance as well. In either case the parabola of the theorem is no longer assured.

## Table of computed values

```
Hole diameter d = 100.0 nm
Floor reaction probability S = 0.10
Mouth flux = 1.00e+22 m^-2 s^-1
Removed volume per consumed reactant = 1.00e-29 m^3
Initial rate R0 = 10.000 nm/s
Crossover depth L = 1333.3 nm; L/d = 13.33
Time unit L/R0 = 133.33 s
Integral of u F(u) = 0.166667
Long-tube slope of 1/K, A from 40 to 80 = 0.7548
Largest excess of linear-law K = 12.18 %
  found on the scan at A = 1.84
Tube transmission at A = 3.0: 0.2754
S=1.0: reaction probability traced 0.2750, series 0.2754
S=0.5: reaction probability traced 0.2168, series 0.2160
S=0.1: reaction probability traced 0.0779, series 0.0792
At t = 20 s: depth = 186.9 nm, h/d = 1.87
  rate = 8.771 nm/s, exponent = 0.9385
  linear law = 200.0 nm, square-root law = 730.3 nm
  extra time with solved tube K = 1.61 %
At t = 200 s: depth = 1333.3 nm, h/d = 13.33
  rate = 5.000 nm/s, exponent = 0.7500
  linear law = 2000.0 nm, square-root law = 2309.4 nm
  extra time with solved tube K = 3.37 %
At t = 2000 s: depth = 6090.4 nm, h/d = 60.90
  rate = 1.796 nm/s, exponent = 0.5898
  linear law = 20000.0 nm, square-root law = 7303.0 nm
  extra time with solved tube K = 2.63 %
Time at h = L: 200.0 s
Asymptotes meet at t = 266.7 s, depth 2666.7 nm
  true depth = 1648.1 nm, ratio = 0.6180
Exponent 0.55 at t = 6600 s, h/d = 120.0
Late offset at t = 20000 L/R0: -0.9975 L
From t/h line: R0 = 10.000 nm/s, L = 1333.3 nm
Mask thickness = 200.0 nm
  initial rate with mask = 8.696 nm/s
  depth with mask at 20 s = 165.0 nm
  depth with mask at 200 s = 1238.7 nm
  depth with mask at 2000 s = 5928.9 nm
Mean speed = 400.0 m/s
Collision cross-section = 4.00e-19 m^2
Gas density = 1.00e+20 m^-3
Mean free path = 1.768e-02 m
Knudsen diffusivity = 1.333e-05 m^2/s
Gas relaxation time at 2000 s = 2.78e-06 s
Etch time scale h/(dh/dt) at 2000 s = 3391.0 s
```
